# Morse parameters and extrapolated well depth from two Si–H stretch lines: verification in Python

```python
"""
Result under test: if the 0->1 and 0->2 lines nu1, nu2 belong to a Morse well
V(x) = D*(1-exp(-a*x))**2, then
    X = (2*nu1-nu2)/2,  omega = 3*nu1-nu2,  D = omega**2/(4*X),
    a = sqrt(2*mu*h*c*X)/hbar.
omega: harmonic wavenumber, X: anharmonic constant, D: depth from the bottom,
mu: reduced mass, x: stretch from equilibrium.
Level energies are in 1/cm and lengths in nm unless a name says otherwise.
The tests use eigenvalues of a grid Hamiltonian, which knows none of these
formulas, and a blind search for the well that gives the two lines.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import fsolve

JOULE_PER_CM = const.h * const.c * 100.0
EV_PER_CM = JOULE_PER_CM / const.e


def morse_from_lines(nu1, nu2):
    anharmonic = (2 * nu1 - nu2) / 2
    harmonic = 3 * nu1 - nu2
    return harmonic, anharmonic, harmonic**2 / (4 * anharmonic)


def well(x, depth, a, c=0.0):
    """Morse well for c=0; otherwise a different shape of depth D*(1+c)."""
    y = 1 - np.exp(-a * x)
    return depth * (y**2 + c * y**3)


def grid_levels(potential, mass, left, right, step):
    """Eigenvalues in 1/cm on a uniform grid with sinc basis functions."""
    x = np.arange(left, right, step)
    n = np.arange(len(x))
    diff = n[:, None] - n[None, :]
    safe = np.where(diff == 0, 1, diff)
    sign = np.where(diff % 2 == 0, 1.0, -1.0)
    kinetic = np.where(diff == 0, np.pi**2 / 3, 2 * sign / safe**2)
    prefactor = const.hbar**2 / (2 * mass) / JOULE_PER_CM * 1e18 / step**2
    return np.linalg.eigvalsh(prefactor * kinetic + np.diag(potential(x)))


def search_well(nu1, nu2, mass, c=0.0):
    """Find D and a from the lines by diagonalization alone."""
    def misfit(p):
        e = grid_levels(lambda x: well(x, 3e4 * p[0], 10 * p[1], c),
                        mass, -0.06, 0.13, 0.003)
        line1, line2 = e[1] - e[0], e[2] - e[0]
        bend, target = 2 * line1 - line2, 2 * nu1 - nu2
        return [line1 / nu1 - 1, bend / target - 1]
    p, info, flag, message = fsolve(misfit, [1.0, 1.3], epsfcn=1e-9,
                                    xtol=1e-10, full_output=True)
    assert np.max(np.abs(misfit(p))) < 1e-6, message
    return 3e4 * p[0], 10 * p[1]


# Inputs
nu1, nu2 = 2084.0, 4100.0
m_h = const.m_p + const.m_e
m_si = 27.9769 * const.atomic_mass
mu = m_h * m_si / (m_h + m_si)

# Derived formulas
omega, X, D = morse_from_lines(nu1, nu2)
a = np.sqrt(2 * mu * JOULE_PER_CM * X) / const.hbar * 1e-9
zero_point = omega / 2 - X / 4
D0 = D - zero_point
lam = omega / (2 * X)
count = int(np.floor(lam - 0.5)) + 1
v = np.arange(count)
G = omega * (v + 0.5) - X * (v + 0.5)**2
k = mu * (2 * np.pi * const.c * 100 * omega)**2
assert abs(D * EV_PER_CM - 4.2) < 0.05

# All bound levels, their number, and grid convergence
fine = grid_levels(lambda x: well(x, D, a), mu, -0.08, 5.0, 0.003)
coarse = grid_levels(lambda x: well(x, D, a), mu, -0.08, 5.0, 0.004)
assert np.sum(fine < D) == count
level_error = np.max(np.abs(fine[:count] - G))
grid_shift = np.max(np.abs(fine[:count] - coarse[:count]))
assert level_error < 0.01 and grid_shift < 0.01
assert abs(fine[1] - fine[0] - nu1) < 1e-3
assert abs(fine[2] - fine[0] - nu2) < 1e-3
assert abs((D - fine[0]) - D0) < 1e-3

# Blind recovery of the well from the two lines
D_blind, a_blind = search_well(nu1, nu2, mu)
assert abs(D_blind / D - 1) < 1e-4 and abs(a_blind / a - 1) < 1e-4

# Force constant from the curvature of the potential
dx = 1e-5
curvature = (well(dx, D, a) - 2 * well(0.0, D, a) + well(-dx, D, a)) / dx**2
k_curvature = curvature * JOULE_PER_CM * 1e18
assert abs(k_curvature / k - 1) < 1e-4

# A fixed Si atom changes a, not D
D_fixed, a_fixed = search_well(nu1, nu2, m_h)
assert abs(D_fixed / D - 1) < 1e-4
assert abs(a_fixed / a - np.sqrt(m_h / mu)) < 1e-4

# Sensitivity to the lines
slope2 = D * (1 / (2 * X) - 2 / omega)
slope1 = D * (6 / omega - 1 / X)
d = 0.01
num2 = (morse_from_lines(nu1, nu2 + d)[2]
        - morse_from_lines(nu1, nu2 - d)[2]) / (2 * d)
num1 = (morse_from_lines(nu1 + d, nu2)[2]
        - morse_from_lines(nu1 - d, nu2)[2]) / (2 * d)
assert abs(num2 / slope2 - 1) < 1e-4 and abs(num1 / slope1 - 1) < 1e-4
overtone_shift = 5.0
D_up = morse_from_lines(nu1, nu2 + overtone_shift)[2]
D_down = morse_from_lines(nu1, nu2 - overtone_shift)[2]
assert abs(search_well(nu1, nu2 + overtone_shift, mu)[0] / D_up - 1) < 1e-4
assert abs(search_well(nu1, nu2 - overtone_shift, mu)[0] / D_down - 1) < 1e-4

# Other shapes with the same two lines have other depths
shape = 0.2
depth_plus = search_well(nu1, nu2, mu, shape)[0] * (1 + shape)
depth_minus = search_well(nu1, nu2, mu, -shape)[0] * (1 - shape)
assert abs(depth_plus / D - 1) > 0.02 and abs(depth_minus / D - 1) > 0.02

# Further neglected effects; charge, field and exit energy are rough inputs
temperature = 400.0
thermal_ratio = np.exp(-nu1 * JOULE_PER_CM / (const.k * temperature))
field_mv_cm, charge_e, stretch_nm = 5.0, 0.1, 0.1
tilt_mev = field_mv_cm * 0.1 * charge_e * stretch_nm * 1000
exit_ev = 2.5
exit_v = int(np.argmax((fine[:count] - fine[0]) * EV_PER_CM > exit_ev))


def show(label, value, unit=""):
    print(f"{label}: {value} {unit}".rstrip())


show("Input fundamental 0->1", f"{nu1:.0f}", "1/cm")
show("Input overtone 0->2", f"{nu2:.0f}", "1/cm")
show("Second gap 1->2", f"{nu2 - nu1:.0f}", "1/cm")
show("Difference 2*nu1-nu2", f"{2 * nu1 - nu2:.0f}", "1/cm")
show("H atom mass", f"{m_h / const.atomic_mass:.4f}", "u")
show("Si-28 atom mass", f"{m_si / const.atomic_mass:.4f}", "u")
show("Reduced mass", f"{mu / const.atomic_mass:.4f}", "u")
show("Conversion", f"{EV_PER_CM:.7e}", "eV per 1/cm")
show("Anharmonic constant X", f"{X:.1f}", "1/cm")
show("Harmonic wavenumber omega", f"{omega:.1f}", "1/cm")
show("Morse depth D", f"{D:.1f}", "1/cm")
show("Morse depth D", f"{D * EV_PER_CM:.3f}", "eV")
show("Zero-point energy", f"{zero_point:.1f}", "1/cm")
show("Depth from ground level D0", f"{D0:.1f}", "1/cm")
show("Depth from ground level D0", f"{D0 * EV_PER_CM:.3f}", "eV")
show("Range parameter a", f"{a:.3f}", "1/nm")
show("Force constant", f"{k:.1f}", "N/m")
show("lambda = omega/(2X)", f"{lam:.3f}")
show("Number of bound levels", count)
show("Energy of v=2 above well bottom", f"{G[2]:.1f}", "1/cm")
show("Energy of v=2 as share of D", f"{100 * G[2] / D:.1f}", "%")
show("Grid line 0->1", f"{fine[1] - fine[0]:.3f}", "1/cm")
show("Grid line 0->2", f"{fine[2] - fine[0]:.3f}", "1/cm")
show("Largest level error, grid against formula", f"{level_error:.1e}", "1/cm")
show("Largest shift, grid step 0.004 to 0.003 nm", f"{grid_shift:.1e}", "1/cm")
show("Blind search depth", f"{D_blind * EV_PER_CM:.3f}", "eV")
show("Blind search a", f"{a_blind:.3f}", "1/nm")
show("Fixed-Si depth", f"{D_fixed * EV_PER_CM:.3f}", "eV")
show("Fixed-Si a", f"{a_fixed:.3f}", "1/nm")
show("dD/dnu1", f"{slope1 * EV_PER_CM:.3f}", "eV per 1/cm")
show("dD/dnu2", f"{slope2 * EV_PER_CM:.3f}", "eV per 1/cm")
show("Overtone shift tried", f"{overtone_shift:.0f}", "1/cm")
show("Depth with overtone raised", f"{D_up * EV_PER_CM:.2f}", "eV")
show("Depth with overtone lowered", f"{D_down * EV_PER_CM:.2f}", "eV")
show("Shape parameter magnitude |c|", shape)
show("Same lines, c positive: depth", f"{depth_plus * EV_PER_CM:.2f}", "eV")
show("Same lines, c negative: depth", f"{depth_minus * EV_PER_CM:.2f}", "eV")
show("Temperature of use", f"{temperature:.0f}", "K")
show("Thermal population ratio v=1 to v=0", f"{thermal_ratio:.1e}")
show("Assumed oxide field", f"{field_mv_cm:.0f}", "MV/cm")
show("Assumed effective charge", charge_e, "e")
show("Stretch used for field tilt", stretch_nm, "nm")
show("Field tilt energy", f"{tilt_mev:.1f}", "meV")
show("Assumed rough exit energy above v=0", exit_ev, "eV")
show("First Morse level above that exit: v", exit_v)
print("all tests passed")
```

Running it gives:

```
Input fundamental 0->1: 2084 1/cm
Input overtone 0->2: 4100 1/cm
Second gap 1->2: 2016 1/cm
Difference 2*nu1-nu2: 68 1/cm
H atom mass: 1.0078 u
Si-28 atom mass: 27.9769 u
Reduced mass: 0.9728 u
Conversion: 1.2398420e-04 eV per 1/cm
Anharmonic constant X: 34.0 1/cm
Harmonic wavenumber omega: 2152.0 1/cm
Morse depth D: 34052.2 1/cm
Morse depth D: 4.222 eV
Zero-point energy: 1067.5 1/cm
Depth from ground level D0: 32984.7 1/cm
Depth from ground level D0: 4.090 eV
Range parameter a: 14.007 1/nm
Force constant: 265.4 N/m
lambda = omega/(2X): 31.647
Number of bound levels: 32
Energy of v=2 above well bottom: 5167.5 1/cm
Energy of v=2 as share of D: 15.2 %
Grid line 0->1: 2084.000 1/cm
Grid line 0->2: 4100.000 1/cm
Largest level error, grid against formula: 3.8e-08 1/cm
Largest shift, grid step 0.004 to 0.003 nm: 9.5e-10 1/cm
Blind search depth: 4.222 eV
Blind search a: 14.007 1/nm
Fixed-Si depth: 4.222 eV
Fixed-Si a: 14.257 1/nm
dD/dnu1: -0.112 eV per 1/cm
dD/dnu2: 0.058 eV per 1/cm
Overtone shift tried: 5 1/cm
Depth with overtone raised: 4.54 eV
Depth with overtone lowered: 3.95 eV
Shape parameter magnitude |c|: 0.2
Same lines, c positive: depth: 3.96 eV
Same lines, c negative: depth: 4.59 eV
Temperature of use: 400 K
Thermal population ratio v=1 to v=0: 5.6e-04
Assumed oxide field: 5 MV/cm
Assumed effective charge: 0.1 e
Stretch used for field tilt: 0.1 nm
Field tilt energy: 5.0 meV
Assumed rough exit energy above v=0: 2.5 eV
First Morse level above that exit: v: 12
all tests passed
```
